\section*{Hopping and spin renormalization factors of fully projected lattice states}

\section{Problem}

Electrons on a lattice repel each other so strongly that no site may hold two of them. There are $n=1-x$ electrons per site, where $x$ is the hole doping. A trial state is made from a Fermi sea $|\Psi_0\rangle$ with fixed particle number by removing every configuration that contains a doubly occupied site:
\begin{equation}
|\Psi\rangle=\prod_i Q_i|\Psi_0\rangle,\qquad Q_i=1-n_{i\uparrow}n_{i\downarrow}.
\end{equation}
Renormalized mean-field theory replaces expectation values in $|\Psi\rangle$ by rescaled ones in $|\Psi_0\rangle$. For $i\neq j$,
\begin{equation}
\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle\simeq g_t\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0,\qquad
\langle \mathbf S_i\cdot\mathbf S_j\rangle\simeq g_s\langle \mathbf S_i\cdot\mathbf S_j\rangle_0 .
\end{equation}

(a) Find $g_t$ and $g_s$ as functions of $x$, and say in what sense the relations hold.

(b) For the square lattice with nearest-neighbour hopping $t=1$, exchange $J=0.3$ and $x=0.2$, find the kinetic and exchange energies per site.

The state $|\Psi_0\rangle$ is translation invariant and unmagnetized, so each spin has filling
\begin{equation}
f=\langle n_{i\sigma}\rangle_0=\frac{1-x}{2},\qquad 1-f=\frac{1+x}{2},\qquad 1-2f=x .
\end{equation}
On one site the averages $\langle c^\dagger_{i\uparrow}c_{i\downarrow}\rangle_0$ and $\langle c_{i\uparrow}c_{i\downarrow}\rangle_0$ vanish. Wick's theorem then gives $\langle n_{i\uparrow}n_{i\downarrow}\rangle_0=f^2$.

\section{A tempting solution, which is wrong}

Treat each site separately. The norm contributes $\langle Q_i^2\rangle_0=\langle Q_i\rangle_0=1-f^2$ per site. A creation operator between two projectors can act only if the other spin is absent:
\begin{equation}
Q_ic^\dagger_{i\sigma}Q_i=(1-n_{i,-\sigma})c^\dagger_{i\sigma}\;\to\;(1-f)c^\dagger_{i\sigma}.
\end{equation}
The annihilation operator at $j$ receives the same factor. Dividing by the norm of the two sites gives
\begin{equation}
g_t\overset{?}{=}\left(\frac{1-f}{1-f^2}\right)^2=\frac{1}{(1+f)^2}=\frac{4}{(3-x)^2}.
\end{equation}
The spin operator vanishes on empty and doubly occupied sites, so $Q_i\mathbf S_iQ_i=\mathbf S_i$ and
\begin{equation}
g_s\overset{?}{=}\frac{1}{(1-f^2)^2}=\frac{16}{(1+x)^2(3-x)^2}.
\end{equation}

At $x=0$ this predicts $g_t=4/9$. But then every site of $|\Psi\rangle$ holds one electron, and any hop would create a double occupancy. The hopping amplitude must be zero.

\section{Where the fault lies}

Apply the same reasoning to the density. Since $Q_in_{i\sigma}Q_i=n_{i\sigma}(1-n_{i,-\sigma})$, it gives
\begin{equation}
n'=2\,\frac{f(1-f)}{1-f^2}=\frac{2f}{1+f}=\frac{2(1-x)}{3-x},
\end{equation}
which is $2/3$ at $x=0$ instead of 1. The projection conserves particle number, so the density cannot have changed. The faulty step is the replacement of the projectors on all other sites by their averages. With $\delta_{i\sigma}=n_{i\sigma}-f$,
\begin{equation}
Q_l=1-(f+\delta_{l\uparrow})(f+\delta_{l\downarrow})
=(1-f^2)-f(\delta_{l\uparrow}+\delta_{l\downarrow})-\delta_{l\uparrow}\delta_{l\downarrow}.
\end{equation}
The middle term is a one-body operator. It ties site $l$ to site $i$ by two contractions, and at fixed filling the sum of such terms over $l$ stays finite however many neighbours a site has. To see this, let $G_{il}=\langle c^\dagger_{i\sigma}c_{l\sigma}\rangle_0$. For a Fermi sea this matrix projects on the occupied orbitals, so $G^2=G$, and its diagonal element gives
\begin{equation}
\sum_{l\ne i}|G_{il}|^2=G_{ii}-G_{ii}^2=f(1-f),
\label{eq:sum}
\end{equation}
whatever the lattice. The cure is to write the same state with a local projector that has no one-body part.

\section{Solution of part (a)}

\subsection{The local projector}

Let
\begin{equation}
P_i=\lambda_0|0\rangle\langle0|+\lambda_1\big(|{\uparrow}\rangle\langle{\uparrow}|+|{\downarrow}\rangle\langle{\downarrow}|\big)
=\lambda_0\left(\frac{\lambda_1}{\lambda_0}\right)^{n_i}Q_i ,
\end{equation}
with $n_i=n_{i\uparrow}+n_{i\downarrow}$ and real positive $\lambda_0,\lambda_1$. On $L$ sites with $N$ electrons, $\prod_iP_i$ equals $\prod_iQ_i$ times the constant $\lambda_0^{L}(\lambda_1/\lambda_0)^N$. The normalized state is unchanged, and we may choose the weights freely. (The case $x=0$ is taken as a limit.)

Without double occupancy, a site is empty with probability $x$ and carries a given spin with probability $(1-x)/2=f$. Before projection these probabilities are $(1-f)^2$ and $f(1-f)$. Choose the weights so that one site alone already has the right probabilities:
\begin{align}
\lambda_0^2(1-f)^2&=x &&\Rightarrow& \lambda_0^2&=\frac{1-2f}{(1-f)^2}=\frac{4x}{(1+x)^2},\\
\lambda_1^2f(1-f)&=f &&\Rightarrow& \lambda_1^2&=\frac{1}{1-f}=\frac{2}{1+x}.
\end{align}
The local norm is then $\langle P_i^2\rangle_0=x+2f=1$. Moreover,
\begin{equation}
P_i^2=1-\frac{\delta_{i\uparrow}\delta_{i\downarrow}}{(1-f)^2}.
\label{eq:vertex}
\end{equation}
Both sides are diagonal in the occupation, so it is enough to check the local states:
\begin{align}
\text{empty:}\quad &1-\frac{(-f)(-f)}{(1-f)^2}=\frac{1-2f}{(1-f)^2}=\lambda_0^2,\\
\text{one electron:}\quad &1-\frac{(1-f)(-f)}{(1-f)^2}=\frac{1}{1-f}=\lambda_1^2,\\
\text{two electrons:}\quad &1-\frac{(1-f)^2}{(1-f)^2}=0 .
\end{align}
The one-body part has gone. In a Wick expansion, subtracting $f$ removes the contraction of $n_{l\sigma}$ with itself, and the other contractions within a site vanish by assumption. Site $l$ therefore contributes either 1 or a vertex from which four lines run to other sites.

\subsection{Hopping}

Projectors on different sites commute with each other and with operators on other sites, so
\begin{equation}
\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle=
\frac{\big\langle (P_ic^\dagger_{i\sigma}P_i)(P_jc_{j\sigma}P_j)\prod_{l\ne i,j}P_l^2\big\rangle_0}{\big\langle\prod_lP_l^2\big\rangle_0}.
\label{eq:ratio}
\end{equation}
The creation operator leads from an empty site, with weight $\lambda_0$, to a singly occupied one, with weight $\lambda_1$. Hence
\begin{equation}
P_ic^\dagger_{i\sigma}P_i=\lambda_0\lambda_1(1-n_{i,-\sigma})c^\dagger_{i\sigma}
=\lambda_0\lambda_1\big[(1-f)-\delta_{i,-\sigma}\big]c^\dagger_{i\sigma}.
\label{eq:dressed}
\end{equation}
The first term sends out one line, the second three. Keep the first, do the same at $j$, and replace the other $P_l^2$ by 1:
\begin{equation}
g_t=\lambda_0^2\lambda_1^2(1-f)^2=\frac{1-2f}{(1-f)^2}\,\frac{1}{1-f}\,(1-f)^2=\frac{1-2f}{1-f},
\end{equation}
that is,
\begin{equation}
\boxed{g_t=\frac{2x}{1+x}}
\end{equation}
This vanishes at $x=0$, as it must, because there is no empty site to hop to.

\subsection{Spin exchange}

The spin operator acts within the singly occupied states, which have weight $\lambda_1$ on either side. Thus $P_i\mathbf S_iP_i=\lambda_1^2\mathbf S_i$, with no further term. Two sites give
\begin{equation}
\boxed{g_s=\lambda_1^4=\frac{4}{(1+x)^2}}
\end{equation}
The factor has a direct meaning. A site carries a spin with probability $2f(1-f)=(1-x^2)/2$ before projection and $1-x$ after it. The ratio is $2/(1+x)=\lambda_1^2$, once for each site. At $x=0$ half of the sites carry a spin before projection and all do afterwards, so $g_s=4$. For $x\to1$ both factors tend to 1, because double occupancy is already rare in a dilute system.

\subsection{What has been neglected}

The vertices in the numerator and denominator of (\ref{eq:ratio}) sit on distinct sites. This restriction can be dropped. If same-site contractions are set to zero, a term in which a site occurs twice contains the same fermion operator twice. Exchanging the two reverses the sign of the Wick sum but leaves its value unchanged, so the term is zero. With free sums, the parts not connected to $i$ or $j$ factor out and cancel against the norm. Only connected corrections remain.

Suppose first that a contraction over $r$ lattice steps is of order $\epsilon^r$, with $\epsilon$ small and a fixed number of neighbours. This can be arranged with a Gaussian density matrix in place of the Fermi sea; Wick's theorem still holds. Such a state has a fluctuating particle number, so the weights in $P_i$ are then part of the definition of the projected state and keep its density at $n$ to leading order. For a nearest-neighbour bond the leading hopping term is one line, of order $\epsilon$. A diagram with $k$ vertices on other sites has at least $(1+1+4k)/2=2k+1$ lines, and the three-line terms in (\ref{eq:dressed}) also require at least three. Corrections to $g_t$ are thus of relative order $\epsilon^2$. The leading spin term has two lines and its corrections at least $(2+2+4)/2=4$, so they too are at least $\epsilon^2$ smaller.

A Fermi sea obeys (\ref{eq:sum}), so at fixed filling its contractions can all be small only if the total $f(1-f)$ is shared among many sites. On a hypercubic lattice in $D$ dimensions, the sites reached by $r$ steps along different axes number of order $D^r$ and are equivalent by symmetry, so (\ref{eq:sum}) limits the contraction to each of them to order $D^{-r/2}$. For one step this order is attained. The band energy is a sum of $D$ terms $-2t\cos k_\alpha$ with a spread of order $t\sqrt D$, so the kinetic energy per site and spin, $-2Dt\,G_{ij}$, is of order $t\sqrt D$, and $G_{ij}\sim D^{-1/2}$ whatever the scale of $t$. The leading hopping term is of order $D^{-1/2}$, and three direct lines give $D^{-3/2}$. One extra site $l$, a neighbour of $i$, can be joined to $i$ by three lines and to $j$, two steps away, by one. With about $D$ choices of $l$ this gives $D\cdot D^{-3/2}\cdot D^{-1}=D^{-3/2}$. For spins the leading term is $D^{-1}$; the extra site has two lines to each end and gives $D\cdot D^{-1}\cdot D^{-2}=D^{-2}$. These corrections are smaller by $1/D$. They are not the only ones of that order: two extra sites that close a plaquette with $i$ and $j$ can be chosen in about $D$ ways, and give $D\cdot(D^{-1})^3=D^{-2}$ for spins, with two lines on each of the three bonds, and $D\cdot D^{-1/2}D^{-3/2}D^{-1/2}=D^{-3/2}$ for hopping. The count given here does not cover all diagrams with several extra sites.

The two factors are therefore leading-order results and not identities in a given finite dimension. They also presuppose an unmagnetized state, since the local probabilities were taken equal for both spins.

\subsection{Bond pairing}

A BCS state with pairing between different sites but none on a site can replace the Fermi sea, provided that the weights in $P_i$ are kept in the definition of the projected state, as for the Gaussian density matrix. In $\langle c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}\rangle$ each operator is again dressed by $\lambda_0\lambda_1(1-f)=\sqrt{g_t}$, so to leading order in the intersite contractions the bond-pair amplitude is multiplied by $g_t$. In a pure BCS state these contractions obey a sum rule like (\ref{eq:sum}), with the squared pair amplitudes added on the left. They cannot all be small on a lattice with few neighbours, and there the factor is only an approximation.

\subsection{Numerical check}

The numerical check projects a Gaussian density matrix with hopping and $d$-wave bond pairing on a four-site plaquette at $x=0.2$, using the full Fock space. As the bond amplitude falls from 0.0239 to 0.0120, the hopping ratio moves from 0.33266 to 0.33317 and the pair ratio from 0.33400 to 0.33350. Their distance from $g_t=1/3$ drops by about four when the amplitude is halved, as expected for a quadratic correction. The spin ratio at the smaller amplitude is 2.77778, equal to $g_s$ to the digits given.

One dimension, with only two neighbours per site, is far from the limit of many neighbours. For projected Fermi seas on short rings, enumerated configuration by configuration, the ratios are:
\begin{center}
\begin{tabular}{lcccc}
ring & hopping & $g_t$ & spin & $g_s$\\
12 sites, $x=1/6$ & 0.242 & 0.286 & 2.23 & 2.94\\
10 sites, $x=0$ & 0 & 0 & 2.87 & 4
\end{tabular}
\end{center}
At $x=1/6$ the formulas exceed the enumerated ratios by 18\% for hopping and 32\% for spin, relative to the enumerated values.

\section{Solution of part (b)}

Take
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})+J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j
\end{equation}
acting on states without double occupancy. The density-density term often included in the $t$-$J$ model is left out. Let $\chi=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0$ on a nearest-neighbour bond; it is real and equal on all bonds.

There are two bonds per site, two spins and two hopping directions, so the projected kinetic energy per site is
\begin{equation}
e_t=-8g_tt\chi .
\end{equation}
For the exchange, Wick's theorem gives for equal spins
\begin{equation}
\langle n_{i\sigma}n_{j\sigma}\rangle_0-f^2=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_0=-\chi^2,
\end{equation}
and zero for opposite spins. With $S^z_i=(n_{i\uparrow}-n_{i\downarrow})/2$ this means $\langle S^z_iS^z_j\rangle_0=\tfrac14(-2\chi^2)=-\chi^2/2$. The Fermi sea is invariant under spin rotations, so the three components contribute equally and $\langle\mathbf S_i\cdot\mathbf S_j\rangle_0=-\tfrac32\chi^2$. Two bonds per site give
\begin{equation}
e_J=-3g_sJ\chi^2 .
\end{equation}

At $x=0.2$ the factors are $g_t=0.4/1.2=0.3333$ and $g_s=4/1.44=2.778$. Filling the square-lattice band to $f=0.4$ per spin gives $\chi=0.1979$. In units of $t$,
\begin{align}
e_t&=0.3333\times(-8\times0.1979)=0.3333\times(-1.583)=-0.528,\\
e_J&=2.778\times(-3\times0.3\times0.1979^2)=2.778\times(-0.0352)=-0.098 .
\end{align}

In this approximation projection reduces the kinetic energy to a third and nearly triples the exchange energy. The effective couplings are $g_tt=0.333$ and $g_sJ=0.833$, so their order is reversed from that of $t$ and $J$, although the kinetic energy remains the larger of the two energies. The digits given are those of the leading-order formulas, not of the exact projected state; the error of the factors, 18\% and 32\% on the 12-site ring, has not been measured here for the square lattice. The Fermi sea is a given trial state; it has not been optimized, and pairing has not been included in the energies.

\section*{Computed results}
\begin{verbatim}
Factors (dimensionless):
  x = 0.00: g_t = 0.0000, g_s = 4.0000
  x = 0.05: g_t = 0.0952, g_s = 3.6281
  x = 0.10: g_t = 0.1818, g_s = 3.3058
  x = 0.20: g_t = 0.3333, g_s = 2.7778
  x = 0.40: g_t = 0.5714, g_s = 2.0408
  x = 1.00: g_t = 1.0000, g_s = 1.0000
Local weights from conditions: lam0^2 = 4*x/(x + 1)**2 , lam1^2 = 2/(x + 1)
At x = 0.2: lam0^2 = 0.5556, lam1^2 = 1.6667
Plaquette, x = 0.2, ratios projected/unprojected:
  coupling 0.10: hop 0.332660, pair 0.334003, spin 2.777760
    bond amplitude 0.02392, projected density 0.8000032 per site
  coupling 0.05: hop 0.333165, pair 0.333502, spin 2.777777
    bond amplitude 0.01199, projected density 0.8000002 per site
  extrapolated: hop 0.333333, pair 0.333334, spin 2.777782
  formulas: g_t = 0.333333, g_s = 2.777778
Ring of 12 sites, 5 electrons per spin, x = 0.1667:
  hop amplitude per spin: free 0.31100, projected 0.07538
  S.S on a bond: free -0.14509, projected -0.32309
  hop ratio 0.2424 (g_t 0.2857), spin ratio 2.2269 (g_s 2.9388)
Ring of 10 sites, 5 electrons per spin, x = 0.0000:
  hop amplitude per spin: free 0.32361, projected 0.00000
  S.S on a bond: free -0.15708, projected -0.45075
  hop ratio 0.0000 (g_t 0.0000), spin ratio 2.8695 (g_s 4.0000)
Square lattice, t = 1.0, J = 0.3 (units of t), x = 0.2:
  chemical potential of Fermi sea = -0.4266 t
  bond amplitude chi per spin = 0.19788 (mesh 0.19788)
  kinetic energy per site: free -1.5831 t, projected -0.5277 t
  exchange energy per site: free -0.0352 t, projected -0.0979 t
  effective hopping g_t*t = 0.3333 t, effective exchange g_s*J = 0.8333 t
\end{verbatim}
